# Radius and binding energy of a hydrogenic donor

## Problem

A shallow donor in an oxide semiconductor has given its extra electron to the conduction band. The positive charge left behind can bind that electron again. The band is isotropic and parabolic, with effective mass $m=0.3$ in units of the free-electron mass $m_0$. The static dielectric constant is $\varepsilon=9$.

(a) Estimate the size of the bound state and its binding energy by scaling.

(b) Solve the model for its ground state.

(c) Compare the two answers, and explain how closely they agree.

(d) Judge how firmly the binding energy is known for a donor in a real film at 300 K.

Energies are measured from the conduction-band edge, so a bound state has $E<0$ and its binding energy is $E_b=-E$. Two combinations of constants suffice:

$$t=\frac{\hbar^2}{2m\,m_0}=0.1270\ \text{eV nm}^2,\qquad k=\frac{e^2}{4\pi\varepsilon_0}=1.4400\ \text{eV nm}.$$

The donor is taken to be alone, many orbit radii from the faces of the film.

## First estimate by scaling

Let the electron be confined to a region of size $b$. Its wave number is then of order $1/b$ and its kinetic energy of order $t/b^2$. Its attraction to the donor, weakened by the medium, is of order $-k/(\varepsilon b)$. With both unknown numerical factors set to one,

$$E(b)=\frac{t}{b^2}-\frac{k}{\varepsilon b}.$$

A small $b$ costs too much kinetic energy, and a large $b$ wastes the attraction. At the minimum,

$$\frac{dE}{db}=-\frac{2t}{b^3}+\frac{k}{\varepsilon b^2}=0
\quad\Rightarrow\quad b=\frac{2t\varepsilon}{k}=\frac{2(0.1270)(9)}{1.4400}\ \text{nm}\approx1.6\ \text{nm}.$$

This condition also says $t/b^2=k/(2\varepsilon b)$, so the kinetic energy cancels half of the attraction:

$$E=-\frac{k}{2\varepsilon b}\approx-\frac{1.44}{2(9)(1.59)}\ \text{eV}\approx-0.05\ \text{eV}.$$

The argument fixes how the results depend on $m$ and $\varepsilon$, but not the numerical factors.

## Exact solution of the model

When the bound state spreads over many atoms, its wave function is a rapidly varying band-edge function times a smooth envelope $F(\mathbf r)$. The band structure then enters through $m$ alone, and the medium through $\varepsilon$:

$$-t\nabla^2F-\frac{k}{\varepsilon r}F=EF.$$

Try $F=e^{-r/b}$. For a function of $r$ alone, $\nabla^2F=F''+2F'/r$. Here $F'=-F/b$ and $F''=F/b^2$, so dividing the left side by $F$ gives

$$-\frac{t}{b^2}+\frac1r\left(\frac{2t}{b}-\frac{k}{\varepsilon}\right).$$

This must equal the constant $E$ at every $r$, so the bracket must vanish. That fixes $b$ at the value called the donor radius $a$:

$$a=\frac{2t\varepsilon}{k},\qquad E=-\frac{t}{a^2}=-\frac{k}{2\varepsilon a}.$$

To see that no state lies lower, write any other smooth bound function as $\varphi=Fg$, which is possible because $F$ is nowhere zero. Let $H$ be the energy operator. Since $(H-E)F=0$, only terms with derivatives of $g$ survive:

$$(H-E)Fg=-t\left(2\nabla F\cdot\nabla g+F\nabla^2g\right)=-\frac tF\nabla\cdot\left(F^2\nabla g\right).$$

Multiply by $Fg^*$ and integrate by parts; the surface term vanishes for a bound function:

$$\int\varphi^*(H-E)\varphi\,d^3r=t\int F^2|\nabla g|^2\,d^3r\ge0.$$

The mean energy of $\varphi$ is therefore at least $E$, and $F$ is the ground state.

For hydrogen, with a fixed nucleus, $m=\varepsilon=1$. The same formulas then give the Bohr radius $a_0=0.05292$ nm and the binding energy $R=13.6057$ eV. Because $t$ is proportional to $1/m$,

$$a=a_0\frac{\varepsilon}{m}=0.05292\times30\ \text{nm}=1.59\ \text{nm},$$

$$E_b=R\frac{m}{\varepsilon^2}=13.6057\times\frac{0.3}{81}\ \text{eV}=0.0504\ \text{eV}=50.4\ \text{meV}.$$

The dielectric constant enters the energy twice: it weakens the attraction at a given distance, and it also enlarges the orbit.

The radius has a definite meaning. Since $\int_0^\infty r^2e^{-2r/a}dr=a^3/4$, the normalized probability per unit distance is

$$P(r)=\frac{4r^2}{a^3}e^{-2r/a}.$$

Its derivative is proportional to $2r-2r^2/a$, so the most probable distance is $a$. The mean distance is

$$\frac4{a^3}\int_0^\infty r^3e^{-2r/a}dr=\frac4{a^3}\,6\left(\frac a2\right)^4=\frac{3a}{2}=2.4\ \text{nm}.$$

## Comparison of the two answers

The estimate and the solution have the same formulas. The reason lies in the two factors that were set to one. For a general shape of size $b$, the mean energy is

$$E(b)=C_1\frac{t}{b^2}-C_2\frac{k}{\varepsilon b},$$

and the same minimization gives

$$b=\frac{C_1}{C_2}\,a,\qquad E_b=\frac{C_2^2}{C_1}\,\frac{k^2}{4\varepsilon^2t}.$$

For the exponential, $|\nabla F|^2=F^2/b^2$, hence $C_1=1$. The mean of $1/r$ is $(b^2/4)/(b^3/4)=1/b$, hence $C_2=1$. The guessed factors happen to be those of the true ground state.

A Gaussian $F=e^{-r^2/2b^2}$ shows what another shape would give. Now $|\nabla F|^2=r^2F^2/b^4$ and the mean of $r^2$ is $3b^2/2$, so $C_1=3/2$. The mean of $1/r$ is

$$\frac{\int_0^\infty re^{-r^2/b^2}dr}{\int_0^\infty r^2e^{-r^2/b^2}dr}=\frac{b^2/2}{\sqrt\pi\,b^3/4}=\frac{2}{\sqrt\pi\,b},$$

so $C_2=2/\sqrt\pi$. The binding energy is multiplied by $8/(3\pi)=0.85$ and becomes 43 meV, 15 percent below the exact value. The most probable distance, which is $b$ for this shape, becomes 2.1 nm. Scaling thus gives the right dependence on $m$ and $\varepsilon$ for any shape, while the factor needs the solution.

## How firm is 50 meV?

**Near the donor.** With a rough cation density of 42 per nm³, a sphere of radius $a$ holds $42\times4\pi a^3/3\approx700$ cations, which supports the smooth envelope. Integrating $P(r)$ up to 0.2 nm gives 0.22 percent of the electron. Yet the attraction there is strong, because the medium cannot screen at such short range. A crude model adds the potential energy

$$-k\left(1-\frac1\varepsilon\right)\frac{e^{-r/s}}{r},$$

which restores the bare $-k/r$ for $r\ll s$. If the envelope is left unchanged, the binding energy rises by

$$\frac{4k(1-1/\varepsilon)}{a^3}\int_0^\infty re^{-2r/a-r/s}dr=\frac{4k(1-1/\varepsilon)}{a^3(2/a+1/s)^2}.$$

This is 2.8 meV for $s=0.05$ nm and 10.1 meV for $s=0.10$ nm. Solving the radial equation by finite differences, with the envelope free to respond, gives total binding energies of 55 and 88 meV. The second shift, 38 meV, is nearly four times its first-order value.

The size of the terms in the equation shows why first order fails. Across the core, a relative change $\delta$ of the envelope contributes about $t\delta/s^2$, which must balance $k(1-1/\varepsilon)/s$. Hence $\delta\sim k(1-1/\varepsilon)s/t$, about 0.5 and 1.0 for the two ranges. This estimate only signals that the change is not small. In the full solution the normalized envelope at the donor grows by factors of about 2 and 6, although the share of the electron within 0.2 nm stays below 3 percent. The envelope equation is itself doubtful on this scale, so 88 meV is a sign of sensitivity and not a prediction.

**A polar lattice.** The static $\varepsilon$ assumes that the ions follow the electron. Take a rough phonon energy $\hbar\omega=70$ meV and a high-frequency dielectric constant $\varepsilon_\infty=4$. In the Fröhlich model the coupling strength is

$$\alpha=\left(\frac1{\varepsilon_\infty}-\frac1\varepsilon\right)\sqrt{\frac{Rm}{\hbar\omega}}=1.06.$$

Measure wave numbers in units of $\sqrt{\hbar\omega/t}$ and energies in $\hbar\omega$. The squared coupling to a phonon of wave number $q$ in volume $V$ is then $4\pi\alpha/(Vq^2)$. Second-order perturbation theory shifts an electron of wave number $\kappa$ by

$$-\frac\alpha\pi\int_0^\infty dq\int_{-1}^{1}\frac{d\mu}{1+q^2-2\kappa q\mu}
\approx-\frac{2\alpha}\pi\int_0^\infty dq\left[\frac1{1+q^2}+\frac{4\kappa^2q^2}{3(1+q^2)^3}\right].$$

Since $\int_0^\infty dq/(1+q^2)=\pi/2$ and $\int_0^\infty q^2dq/(1+q^2)^3=\pi/16$, the shift is $-\alpha(1+\kappa^2/6)$. The constant moves the band edge. The rest turns the kinetic energy $\kappa^2$ into $\kappa^2(1-\alpha/6)$, which to first order in $\alpha$ multiplies the mass by $1+\alpha/6$. The binding energy becomes $50.4\times1.18\approx59$ meV. This requires $E_b\ll\hbar\omega$, whereas here the ratio is 0.72, so the 9 meV is a size only. If the quoted mass already includes the lattice, this correction must not be added again.

**Anisotropy.** In a crystalline grain the mass may depend on direction, say 0.27 along two axes and 0.33 along the third. Raising a mass lowers the kinetic energy of every envelope, so the binding energy lies between the isotropic results for 0.27 and 0.33, which are 45.4 and 55.4 meV. A trial function $\exp(-\sqrt{(x^2+y^2)/A^2+z^2/B^2})$, with $A$ and $B$ varied numerically for the lowest mean energy, raises the lower bound to 48.4 meV.

**Disorder.** Suppose the band edge fluctuates by 50 meV rms, with correlation $e^{-d^2/2L^2}$ between points a distance $d$ apart and $L=0.5$ nm. The donor level feels the average over its orbit. Its variance is $(50\ \text{meV})^2$ times the mean of $e^{-d^2/2L^2}$ for two points drawn independently from the electron density. Numerical integration gives a level spread of 6.4 meV rms. The large orbit averages out most of the disorder, provided that the disorder does not reshape the orbit.

**Temperature.** Let there be $N=10^{17}$ donors per cm³, with no other charges. A donor is either empty or holds one electron of either spin; excited donor states are left out. With chemical potential $\mu_c$, the ratio of filled to empty donors is $2e^{(\mu_c+E_b)/k_BT}$. The dilute electron gas in the band has density $n=N_ce^{\mu_c/k_BT}$, where

$$N_c=2\left(\frac{k_BT}{4\pi t}\right)^{3/2}=4.12\times10^{18}\ \text{cm}^{-3}$$

at 300 K. Neutrality makes the density of empty donors equal to $n$, so $N-n=2n(n/N_c)e^{E_b/k_BT}$, or

$$\frac{n^2}{N-n}=\frac{N_c}2e^{-E_b/k_BT}.$$

With $k_BT=25.85$ meV the right side is $2.9\times10^{17}$ cm⁻³, and 79 percent of the donors are ionized. Excited states would lower this share: the eight states of the next hydrogen-like level, each with binding energy $E_b/4$, would bring it to 69 percent for unscreened donors. The third level would bring it to 59 percent, and the unscreened sum over all levels does not converge. Screening, treated below, weakens or removes these levels, so the share is known only to several points. The estimates below keep the ground level alone. Although $E_b$ is about twice $k_BT$, the many band states available to each electron outweigh the energy cost.

These carriers also screen the donor. In a weak potential $\phi$ their density changes by $ne\phi/k_BT$, and Poisson's equation then gives the screening length

$$\lambda=\sqrt{\frac{\varepsilon k_BT}{4\pi kn}}=12.8\ \text{nm}.$$

With the attraction replaced by $-(k/\varepsilon r)e^{-r/\lambda}$, the finite-difference solution gives a binding energy of 39 meV. A sphere of radius $\lambda$ holds only about 0.7 carrier, so smooth screening is doubtful and the drop of 11 meV is again a size. Weaker binding would also raise the ionized share, which this single pass does not include.

**High doping and fields.** A rough criterion for donor states to merge is $N^{1/3}a=0.25$, a mean spacing of four radii. It gives $N\approx4\times10^{18}$ cm⁻³, above which a separate donor level loses its meaning.

In a field $\mathcal E$, the potential energy on the downhill side is $-k/(\varepsilon z)-e\mathcal Ez$. Its maximum lies at $z=\sqrt{k/(\varepsilon e\mathcal E)}$ and equals $-2\sqrt{ke\mathcal E/\varepsilon}$. It falls to the unshifted level $-E_b$ when

$$e\mathcal E=\frac{\varepsilon E_b^2}{4k}=\frac{9(0.0504)^2}{4(1.44)}\ \text{eV/nm}=0.0040\ \text{eV/nm},$$

that is, at 0.040 MV/cm. Tunnelling can free the electron at lower fields.

**A real film.** The values $m=0.3$ and $\varepsilon=9$ are rough, typical figures for zinc-oxide-based semiconductors, in which hydrogen can act as a shallow donor bound by some tens of meV. The model agrees with that scale. The inputs carry their own uncertainty: $\varepsilon=8$ or $10$ gives 64 or 41 meV, and $m=0.24$ gives 40 meV. It cannot tell hydrogen from another shallow donor, because nothing in it depends on the species; the core does, and the crude core model moved the result by 4 and 38 meV for the two ranges tried, with a shift that keeps growing steeply with $s$. A transistor breaks the zero-field assumption as well. A gate-induced sheet of $10^{12}$ electrons per cm², or 0.01 per nm², has at its gate side a field of $4\pi k(0.01)/(\varepsilon e)=0.020$ V/nm, or 0.20 MV/cm, if the field vanishes beyond the sheet. That is five times the barrier-lowering field, so the zero-field result cannot be used there. It does not follow that the donor loses its electron. The barrier argument assumes open space on the downhill side, whereas this field presses the electron against the gate insulator, which can keep it near the donor. The sheet also screens the donor, so the binding there needs a separate calculation. For an isolated donor away from the gate, 50 meV is a sound scale, with uncertainties of order 10 meV from several sources and possibly more from the core.
